Duffin-Kemmer-Petiau Matrices from Two Dirac Factors: Proca and Klein-Gordon Equations

## 1. The algebra and the splitting of the sixteen components

### What symmetry fixes

Take a field Ψ_{ab} with two Dirac indices, hence sixteen components, and let the four matrices

β^μ = ½(γ^μ⊗1 + 1⊗γ^μ)

act on it. The first factor in each product acts on the index a, the second on b. Units are ħ = c = 1, the metric is g = diag(1,−1,−1,−1), and the Dirac matrices obey γ^μγ^ν + γ^νγ^μ = 2g^{μν}.

Three symmetries restrict what β^μ can do. First, β^μ is unchanged when the two factors are exchanged, so it never mixes the 10 symmetric components of Ψ_{ab} with the 6 antisymmetric ones. Second, β^μ is a four-vector: if S represents a Lorentz transformation on one Dirac index, with S⁻¹γ^μS = Λ^μ_ν γ^ν, then S⊗S does the same for β^μ. Third, space inversion, represented up to an overall sign by γ⁰⊗γ⁰, leaves β⁰ alone and reverses β^1, β^2, β^3.

Under Lorentz transformations the sixteen components form a scalar S, a vector V_ν, an antisymmetric tensor T_{αβ}, an axial vector A_ν and a pseudoscalar P, with 1 + 4 + 6 + 4 + 1 components. It is shown below that V and T make up the symmetric part, and S, A and P the antisymmetric part. Contract β^μ with an arbitrary four-vector q_μ. The result must be linear in q and linear in the field. Counting indices, the symmetric part allows

- V → T, through q_μV_ν − q_νV_μ or its dual
- T → V, through q^αT_{αβ} or its dual

Space inversion removes the duals. In the antisymmetric part, q^νA_ν may feed a scalar and q_μ times a scalar may feed A. Space inversion permits this for P and forbids it for S. So S has no partner, and the splitting must be at least as fine as

16 = (4 + 6) + (4 + 1) + 1 = 10 + 5 + 1.

Symmetry leaves open the numerical coefficients and whether the blocks split further.

The same reasoning limits the algebra. If the combination β^μβ^νβ^λ + β^λβ^νβ^μ can be reduced to g and a single β, its symmetry under μ ↔ λ requires the form

c₁(g^{μν}β^λ + g^{λν}β^μ) + c₂ g^{μλ}β^ν.

A calculation must show that the reduction takes place and find c₁ and c₂.

### The trilinear relation

Write a^μ = γ^μ⊗1 and b^μ = 1⊗γ^μ. Each set obeys the Dirac anticommutation rule, and every a commutes with every b because they act on different indices. With β^μ = ½(a^μ + b^μ),

8(β^μβ^νβ^λ + β^λβ^νβ^μ) = (a+b)^μ(a+b)^ν(a+b)^λ + (a+b)^λ(a+b)^ν(a+b)^μ.

The terms with three a's need an identity for three Dirac matrices. Move γ^μ to the right, one anticommutation at a time:

γ^μγ^νγ^λ = 2g^{μν}γ^λ − γ^νγ^μγ^λ

= 2g^{μν}γ^λ − 2g^{μλ}γ^ν + γ^νγ^λγ^μ

= 2g^{μν}γ^λ − 2g^{μλ}γ^ν + 2g^{νλ}γ^μ − γ^λγ^νγ^μ.

Taking the last term to the left gives

γ^μγ^νγ^λ + γ^λγ^νγ^μ = 2(g^{μν}γ^λ − g^{μλ}γ^ν + g^{νλ}γ^μ).

The pure a terms and the pure b terms together therefore contribute

2g^{μν}(a+b)^λ − 2g^{μλ}(a+b)^ν + 2g^{νλ}(a+b)^μ.

Next come the terms with two a's and one b. Since b commutes with a, it can be moved to the right. The terms from both orderings, grouped by the index on b, are

(a^μa^ν + a^νa^μ)b^λ + (a^μa^λ + a^λa^μ)b^ν + (a^νa^λ + a^λa^ν)b^μ

= 2g^{μν}b^λ + 2g^{μλ}b^ν + 2g^{νλ}b^μ.

The terms with two b's and one a give the same expression with b replaced by a. All mixed terms together contribute

2g^{μν}(a+b)^λ + 2g^{μλ}(a+b)^ν + 2g^{νλ}(a+b)^μ.

In the total, the g^{μλ} terms cancel and the other two double. Since a + b = 2β, each surviving coefficient is 4 × 2 = 8, and division by 8 gives the Duffin-Kemmer-Petiau relation

β^μβ^νβ^λ + β^λβ^νβ^μ = g^{μν}β^λ + g^{λν}β^μ.

So c₁ = 1 and c₂ = 0. The factor ½ in β^μ matters: the left side is cubic in β and the right side linear, so cβ obeys the relation only if c³ = c, and any nonzero factor other than ±1 would fail. No special form of the Dirac matrices was used.

For coding, three special cases are useful. There is no sum over repeated indices here, and μ ≠ ν in the second and third lines:

(β^μ)³ = g^{μμ}β^μ

β^μβ^νβ^μ = 0

(β^μ)²β^ν + β^ν(β^μ)² = g^{μμ}β^ν.

### Consequence for the mass

Contract the relation with p_μp_νp_λ, where the components of p are ordinary numbers. Both terms on each side become equal, and

(β·p)³ = p² β·p, with β·p = β^μp_μ and p² = p^μp_μ.

If Ψ satisfies β·p Ψ = mΨ, applying this identity gives m³Ψ = p²mΨ. For m ≠ 0 and Ψ ≠ 0 it follows that p² = m². All particles described by the free equation thus have the same mass m, whatever block they belong to. The condition m ≠ 0 is needed to divide by m.

### From tensor products to commutators

Treat Ψ as a 4×4 matrix with row index a and column index b. Then X⊗Y acts as Ψ → XΨY^T, where T denotes the transpose, so

β^μΨ = ½(γ^μΨ + Ψγ^{μT}).

If the matrix is stored as a vector with b running fastest, this agrees with the usual Kronecker product of X and Y.

The transpose can be removed by a fixed matrix. In the Dirac representation γ⁰ and γ² are symmetric while γ¹ and γ³ are antisymmetric. Set

C = iγ²γ⁰.

Both γ⁰ and γ² anticommute with γ²γ⁰, while γ¹ and γ³ commute with it. Comparing signs with the transposes gives, for all four matrices,

C⁻¹γ^μC = −γ^{μT}.

Now define Φ by Ψ = ΦC. Then Ψγ^{μT} = ΦCγ^{μT} = −Φγ^μC, and

β^μΨ = ½(γ^μΦ − Φγ^μ)C.

On Φ, therefore, β^μ acts as half a commutator:

β^μ: Φ → ½[γ^μ,Φ].

The plus sign in the tensor product has become a minus sign through C. The same property of C turns the Lorentz transformation of Ψ into Φ → SΦS⁻¹. To see this, write S as an exponential of products γ^μγ^ν with μ ≠ ν. Since Cγ^{μT}C⁻¹ = −γ^μ, transposing such a product and conjugating it with C gives γ^νγ^μ = −γ^μγ^ν, so CS^TC⁻¹ = S⁻¹.

### Action on a basis

Define γ^{μν} = ½[γ^μ,γ^ν], which equals γ^μγ^ν when μ ≠ ν, and γ⁵ = iγ⁰γ¹γ²γ³, which anticommutes with every γ^μ. Use the sixteen matrices

1, γ^ν, γ^{αβ} with α < β, γ^νγ⁵, γ⁵.

The unit matrix commutes with everything, and the commutator of two Dirac matrices is the definition above:

β^μ 1 = 0, β^μγ^ν = γ^{μν}.

For γ^{αβ}, use γ^{αβ} = γ^αγ^β − g^{αβ}. The number g^{αβ} drops out of the commutator, and

[γ^μ,γ^αγ^β] = (2g^{μα} − γ^αγ^μ)γ^β − γ^αγ^βγ^μ

= 2g^{μα}γ^β − γ^α(γ^μγ^β + γ^βγ^μ)

= 2g^{μα}γ^β − 2g^{μβ}γ^α.

Half of this is

β^μγ^{αβ} = g^{μα}γ^β − g^{μβ}γ^α.

For the remaining elements, γ⁵γ^μ = −γ^μγ⁵ turns commutators into sums:

β^μγ⁵ = ½(γ^μγ⁵ − γ⁵γ^μ) = γ^μγ⁵

β^μ(γ^νγ⁵) = ½(γ^μγ^ν + γ^νγ^μ)γ⁵ = g^{μν}γ⁵.

The span of γ^ν and γ^{αβ} is closed under all β^μ, as are the span of γ^νγ⁵ and γ⁵ and the span of 1. These are the blocks of dimension 10, 5 and 1.

The exchange symmetry assumed at the start can now be checked. From C^T = iγ⁰γ² = −C and Cγ^{μT} = −γ^μC,

(γ^μC)^T = C^Tγ^{μT} = −Cγ^{μT} = γ^μC

(γ^μγ^νC)^T = C^Tγ^{νT}γ^{μT} = −γ^νγ^μC.

The first line makes γ^μC symmetric. The second makes γ^{μν}C symmetric too, because γ^νγ^μ = −γ^μγ^ν for μ ≠ ν. The ten matrices of the first block fill the symmetric part, which has dimension 10. For four factors the same steps reverse the order and leave an overall minus sign. Reversing γ⁰γ¹γ²γ³ takes six interchanges and so restores it, which makes γ⁵C antisymmetric. For γ^νγ⁵C, five factors give (γ^νγ⁵C)^T = γ⁵γ^νC = −γ^νγ⁵C, again antisymmetric. C itself is antisymmetric.

### Why the blocks do not split further

Define, without summation,

N_μ = g_{μμ}(β^μ)².

Each basis element is an eigenvector of all four N_μ, as applying β^μ twice shows:

- On 1, every N_μ is 0.
- On γ^ν, N_ν is 0, since β^νγ^ν = 0. For μ ≠ ν, β^μγ^{μν} = g^{μμ}γ^ν, so N_μ is 1.
- On γ^{αβ}, N_α and N_β are 1 and the other two are 0.
- On γ^νγ⁵, N_ν is 1 and the other three are 0.
- On γ⁵, β^μ(γ^μγ⁵) = g^{μμ}γ⁵, so every N_μ is 1.

The sixteen basis elements thus carry the sixteen possible patterns of four binary digits, each once. The numerical output lists them. Different patterns also guarantee that the sixteen matrices are linearly independent.

Suppose a subspace is mapped into itself by all β^μ. It is then mapped into itself by all N_μ, and by any product containing either N_μ or 1 − N_μ for each μ. Such a product keeps one basis element and removes the other fifteen. Hence every invariant subspace is spanned by some of the basis elements.

Within the 10, β^μ takes γ^ν to γ^{μν}, and β^ν takes γ^{μν} to −g^{νν}γ^μ. Every element can therefore be reached from every other. Within the 5, β^ν takes γ^νγ⁵ to g^{νν}γ⁵, from which β^μ reaches every γ^μγ⁵. No smaller invariant subspace exists in either block, so both are irreducible. The three blocks are inequivalent because their dimensions differ.

A matrix that commutes with all β^μ also commutes with all N_μ. It must then be diagonal in this basis, and the links within each block force one common value per block. Three free constants remain, in agreement with the computed dimension 3 of the space of commuting matrices.

The digits also explain the pairing of tensors. By the special cases of the trilinear relation, β^ν gives zero unless N_ν = 1, keeps that digit, and reverses the other three. A pattern with n ones, one of them at position ν, has n − 1 ones among the other three places. After reversal there are 3 − (n − 1) ones there, and 5 − n in all. Thus n = 3 pairs with n = 2 (vector and tensor), n = 4 pairs with n = 1 (pseudoscalar and axial vector), and n = 0 stands alone.

## 2. Field equations, spin and a worked solution

### Symbols and results used here

The metric is diag(1,−1,−1,−1), ħ = c = 1, and Ψ = ΦC is a 4×4 matrix field on which β^μ acts as Φ → ½[γ^μ,Φ]. With γ^{μν} = ½[γ^μ,γ^ν], this action is

β^μ 1 = 0

β^μγ^ν = γ^{μν}, β^μγ^{αβ} = g^{μα}γ^β − g^{μβ}γ^α

β^μγ⁵ = γ^μγ⁵, β^μ(γ^νγ⁵) = g^{μν}γ⁵.

The three lines are the irreducible blocks of dimension 1, 10 and 5. For any numerical four-vector p, (β·p)³ = p² β·p.

### The equation in components

The free field equation is

(iβ^μ∂_μ − m)Ψ = 0, with m ≠ 0.

Expand the field as

Φ = S + V_νγ^ν + ½T_{αβ}γ^{αβ} + A_νγ^νγ⁵ + Pγ⁵, with T_{αβ} = −T_{βα}.

The factor ½ compensates for summing over both orders of α and β. Code that stores the six components with α < β must omit it.

Apply β^μ∂_μ to each part. The vector gives, after antisymmetrizing because γ^{μν} is antisymmetric,

∂_μV_ν γ^{μν} = ½(∂_μV_ν − ∂_νV_μ)γ^{μν}.

The tensor gives

½∂_μT_{αβ}(g^{μα}γ^β − g^{μβ}γ^α) = ½∂^αT_{αβ}γ^β − ½∂^βT_{αβ}γ^α.

In the last term use T_{αβ} = −T_{βα} and rename the indices. It then equals the first, and the sum is ∂^αT_{αβ}γ^β. The axial vector gives ∂^νA_ν γ⁵, and the pseudoscalar gives ∂_μP γ^μγ⁵.

Multiply by i and compare coefficients of the independent basis matrices with those of mΦ:

mS = 0

mT_{μν} = i(∂_μV_ν − ∂_νV_μ), mV_β = i∂^αT_{αβ}

mA_μ = i∂_μP, mP = i∂^νA_ν.

These have the form that symmetry allowed, now with definite coefficients. The first equation gives S = 0, so the one-dimensional block satisfies the algebra with β^μ = 0 but describes no particle.

### The 10: Proca equation

Let F_{μν} = ∂_μV_ν − ∂_νV_μ. The first equation of the pair reads T_{μν} = (i/m)F_{μν}. Substitution in the second gives

mV_β = i∂^α(i/m)F_{αβ} = −(1/m)∂^αF_{αβ}.

Multiplication by m yields the Proca equation

∂^αF_{αβ} + m²V_β = 0.

Take its divergence with ∂^β. The double derivative is symmetric in α and β while F is antisymmetric, so the first term vanishes, leaving m²∂^βV_β = 0. Since m ≠ 0,

∂^βV_β = 0.

This is a consequence of the field equation, not an extra condition. Writing out F now gives

∂^αF_{αβ} = □V_β − ∂_β(∂^αV_α) = □V_β, with □ = ∂^α∂_α,

and hence (□ + m²)V_β = 0. The subsidiary condition leaves three independent polarizations out of four components.

Conversely, take any solution V of the Proca equation and define T = (i/m)F. The defining relation is the first equation of the pair, and the Proca equation divided by −m is the second. The two formulations are therefore equivalent. For a real V the tensor T is imaginary, because of the factor i in its definition.

### The 5: Klein-Gordon equation

Insert A_μ = (i/m)∂_μP into mP = i∂^νA_ν:

mP = i(i/m)∂^ν∂_νP = −(1/m)□P,

so that

(□ + m²)P = 0.

Conversely, any solution P together with A_μ = (i/m)∂_μP satisfies both first-order equations. Here A is a gradient and carries no independent particle.

The names axial vector and pseudoscalar refer to the behaviour under Φ → γ⁰Φγ⁰. This is the operator −γ⁰⊗γ⁰, because γ⁰⊗γ⁰ sends Ψ = ΦC to γ⁰ΦCγ^{0T} = −γ⁰Φγ⁰C. The overall sign does not affect the symmetry argument of Section 1, which uses only relative parities. The free equation does not fix the intrinsic parity of the particle. The blocks are uncoupled, so the sign of the inversion operator can be changed in one block without affecting the equation.

### Which components evolve in time

A component is constrained if its equation contains no time derivative. In the 10 these equations are

mT_{ij} = i(∂_iV_j − ∂_jV_i), mV_0 = i∂^jT_{j0},

where i and j as indices run over 1, 2, 3. They fix three components of T and one of V. The evolving components are V_i and T_{0i}:

i∂_0V_i = mT_{0i} + i∂_iV_0

i∂_0T_{0i} = mV_i − i∂^jT_{ji}.

The 5 has the three constraints mA_i = i∂_iP and the two evolution equations

i∂_0P = mA_0, i∂_0A_0 = mP − i∂^jA_j.

An initial state is thus given by six functions for the vector particle and two for the scalar one. The other components must be computed from the constraints and cannot be chosen freely.

The matrix β⁰ reflects this. It exchanges γ^i with γ^{0i}, since β⁰γ^i = γ^{0i} and β⁰γ^{0i} = γ^i. The combinations γ^i + γ^{0i} and γ^i − γ^{0i} have eigenvalues +1 and −1, and γ⁰ and γ^{ij} have eigenvalue 0. This makes 3, 4 and 3 states with eigenvalues +1, 0 and −1. In the 5, γ⁵ and γ⁰γ⁵ are exchanged and the three γ^iγ⁵ give zero, so the numbers are 1, 3 and 1. Because β⁰ has zero eigenvalues it cannot be inverted, and the equation cannot be brought to Hamiltonian form simply by multiplying with an inverse of β⁰.

For a particle at rest with positive energy, i∂_0 may be replaced by m. The evolution equations then give T_{0i} = V_i and A_0 = P, in agreement with the eigenvectors for β⁰ = +1.

### Spin

A Dirac index has the spin operator (i/4)[γ¹,γ²] for rotations about the third axis. For two indices the operators add. Because the two factors commute, [β¹,β²] contains no mixed terms, and

i[β¹,β²] = (i/4)([γ¹,γ²]⊗1 + 1⊗[γ¹,γ²]).

So S_3 = i[β¹,β²] is the spin operator, and S_1 and S_2 follow by cyclic permutation. On Φ, the Jacobi identity turns the double commutators into

S_3Φ = (i/2)[γ^{12},Φ].

The rule for β^μγ^{αβ}, with the order of the commutator reversed, gives

½[γ^{12},γ^k] = −g^{k1}γ² + g^{k2}γ¹.

Since g^{11} = g^{22} = −1,

S_3γ¹ = iγ², S_3γ² = −iγ¹, S_3γ³ = 0.

Therefore S_3² equals 1 on γ¹ and γ² and 0 on γ³. Adding the three axes gives S² = 2 on each γ^k. The matrix γ⁰ commutes with γ^{12}, γ^{23} and γ^{31}, so γ^{0k} = γ⁰γ^k behaves in the same way. With S² = s(s+1), the three rest states in the 10 have s = 1. Both γ⁵ and γ⁰γ⁵ commute with the same three matrices, so the rest state in the 5 has s = 0.

The tensor product gives the same count. For β⁰ = +1, both factors need γ⁰ = +1. Each factor then has two spin states, and two spins ½ combine into three states with s = 1 and one with s = 0. This is a statement about indices: Ψ depends on a single space-time point, and the equation does not describe two bound Dirac particles.

### Energies for a given momentum

Consider a model particle with m = 2 GeV and momentum components p^i = (1, 2, 4) GeV. For a plane wave exp(−ip·x), i∂_μ becomes p_μ, and the field equation reads

Eβ⁰Ψ = MΨ, with M = m + K and K = Σ_i p^iβ^i.

The plus sign arises because p_i = −p^i. To see that M can be inverted, apply the cubic identity to a four-vector with zero time component. It gives K³ = −|p|²K, where |p| is the length of the spatial momentum. The eigenvalues of K are then confined to 0 and ±i|p|, and none of them equals −m. The eigenvalues of M⁻¹β⁰ are the values of 1/E. Its zero eigenvalues belong to constraints and not to particles of very large energy, so code should discard them before taking reciprocals.

This calculation does not assume the mass shell. It yields E = 5 GeV and E = −5 GeV, three times each in the 10 and once each in the 5. The one-dimensional block has no solution. The mass shell predicts

E² = 2² + 1² + 2² + 4² = 25 GeV²,

in agreement. As in other relativistic wave equations, the solutions with negative frequency require a quantized field for their interpretation as antiparticles.

### The vector solution in numbers

For E = 5 GeV,

p^μ = (5, 1, 2, 4) GeV, p_μ = (5, −1, −2, −4) GeV.

Choose the spatial polarization V^i = (1, 0, 0), so V_i = (−1, 0, 0). The overall scale is arbitrary. The subsidiary condition p^νV_ν = 0 becomes

5V_0 + 1·(−1) = 0, hence V_0 = 0.2.

The tensor follows from T_{μν} = (p_μV_ν − p_νV_μ)/m:

T_{01} = [5·(−1) − (−1)·0.2]/2 = −2.4

T_{02} = [0 − (−2)·0.2]/2 = 0.2

T_{03} = [0 − (−4)·0.2]/2 = 0.4

T_{12} = [0 − (−2)·(−1)]/2 = −1

T_{13} = [0 − (−4)·(−1)]/2 = −2

T_{23} = 0.

The null space of the 10-dimensional matrix β·p − m, with the same spatial polarization imposed, gives these ten values without use of the Proca equation.

The second first-order equation, mV_β = p^αT_{αβ}, can be followed by hand. For β = 0 and β = 1,

p^αT_{α0} = 1·2.4 + 2·(−0.2) + 4·(−0.4) = 0.4 GeV = 2·0.2 GeV

p^αT_{α1} = 5·(−2.4) + 2·1 + 4·2 = −2 GeV = 2·(−1) GeV.

The sign changes come from T_{10} = −T_{01} and its counterparts. They are a useful check on code that stores only six tensor components.

### The scalar solution in numbers

Set P = 1. Then A_μ = p_μ/m gives

A_μ = (2.5, −0.5, −1, −2),

which agrees with the null vector of the 5-dimensional block. The remaining equation is

p^νA_ν = 5·2.5 + 1·(−0.5) + 2·(−1) + 4·(−2) = 2 GeV = mP.

### A static field

Plane waves test the equations in momentum space. A static field tests the spatial derivatives and the factors of i in position space. Let r be the distance from the origin and take

f = exp(−κr)/r, for which ∇²f = κ²f when r ≠ 0.

For the scalar block put P = f and A_μ = (i/m)∂_μf. For the vector block put V_0 = f, V_i = 0 and T = (i/m)F. The latter satisfies ∂^βV_β = 0 because f does not depend on time. For static fields □ = −∇², so both blocks require κ² = m². For m > 0 the decaying solution has κ = m, and its exponential factor falls to 1/e over the distance 1/m. The origin is excluded, since a source is needed there.

If κ differs from m, one component of the first-order equation fails. In the scalar block it is the coefficient of γ⁵:

i∂^νA_ν − mP = (1/m)(∇²f − m²f) = (κ² − m²)f/m.

The vector block has the same mismatch in the coefficient of γ⁰. To obtain a relative residual, divide the norm of the mismatch by the norm of mΨ. The basis matrices are mutually orthogonal and have equal norms, and |∇f| = (κ + 1/r)f, so both blocks give

R = (|κ² − m²|/m²) / √[1 + (κ + 1/r)²/m²].

At the point (0.3, −0.4, 0.5) GeV⁻¹, r² = 0.5 GeV⁻² and 1/r = 1.414 GeV. With m = 2 GeV and the wrong value κ = 1.5 GeV,

R = 0.4375/√(1 + 1.457²) = 0.248.

The numerical residual is 0.248 in both blocks. For κ = 2 GeV it is 6.7×10⁻⁸, again relative to the norm of mΨ. The derivatives there were taken by central differences with step 10⁻⁴ GeV⁻¹. This value is truncation error. It scales as the square of the step (6.7×10⁻⁶ for a step of 10⁻³ GeV⁻¹), and with exact derivatives the residual is zero.

### Limits of the result

The limit m → 0 cannot be taken directly in the component equations. At m = 0 they require ∂_μV_ν − ∂_νV_μ = 0, which removes the field strength, and they leave S arbitrary. If T is first replaced by G = −imT, the equations of the 10 become

G_{μν} = ∂_μV_ν − ∂_νV_μ, ∂^αG_{αβ} + m²V_β = 0.

These do have a regular limit, the Maxwell equations without sources. In that limit ∂^βV_β = 0 no longer follows and becomes a choice of gauge.

Interactions need separate treatment. A coupling built from the β^μ and the unit matrix respects the three blocks, since each block is mapped into itself. A coupling that acts on one Dirac index alone does not: γ^μ⊗1 takes Φ = 1 to γ^μ and so connects the 1 with the 10. If ∂_μ is replaced by a covariant derivative in an external electromagnetic field, its components no longer commute. The step from the trilinear relation to p² = m² then fails. T and A can still be eliminated as before. With D_μ for the covariant derivative and F_{μν} = D_μV_ν − D_νV_μ, the results are D^αF_{αβ} + m²V_β = 0 and (D^μD_μ + m²)P = 0. The commutator enters when the divergence of the vector equation is taken: m²D^βV_β = −½[D^β,D^α]F_{αβ}, which in general is not zero.

Calculated quantities

```
largest deviation from trilinear algebra, 64 index sets: 0.0e+00
block dimensions: 10, 5, 1
dimension of commutant of the four beta matrices: 3
patterns (N_0 N_1 N_2 N_3), N_mu = g_mumu (beta^mu)^2:
  1               0 0 0 0
  gamma^0         0 1 1 1
  gamma^1         1 0 1 1
  gamma^2         1 1 0 1
  gamma^3         1 1 1 0
  gamma^01        1 1 0 0
  gamma^02        1 0 1 0
  gamma^03        1 0 0 1
  gamma^12        0 1 1 0
  gamma^13        0 1 0 1
  gamma^23        0 0 1 1
  gamma^0 gamma5  1 0 0 0
  gamma^1 gamma5  0 1 0 0
  gamma^2 gamma5  0 0 1 0
  gamma^3 gamma5  0 0 0 1
  gamma5          1 1 1 1
block 10: number of beta^0 eigenvalues +1, 0, -1: 3 4 3
  S^2 on beta^0 = +1 states (hbar^2): 2.0000  2.0000  2.0000
block 5: number of beta^0 eigenvalues +1, 0, -1: 1 3 1
  S^2 on beta^0 = +1 states (hbar^2): 0.0000
block 1: number of beta^0 eigenvalues +1, 0, -1: 0 1 0
model mass m = 2.0000 GeV
momentum p = 1.0000  2.0000  4.0000 GeV
block 10 energies (GeV): -5.0000  -5.0000  -5.0000  5.0000  5.0000  5.0000
block 5 energies (GeV): -5.0000  5.0000
block 1 energies (GeV): none
vector solution V_0..V_3 (relative): 0.2000  -1.0000  0.0000  0.0000
  T_01 T_02 T_03 T_12 T_13 T_23 (relative): -2.4000  0.2000  0.4000  -1.0000  -2.0000  0.0000
  |p^nu V_nu| (GeV): 4.4e-15
scalar solution with P = 1, A_0..A_3 (relative): 2.5000  -0.5000  -1.0000  -2.0000
Yukawa test point (1/GeV): 0.3000  -0.4000  0.5000
vector Yukawa relative residual, kappa = 2.0 GeV: 6.7e-08
  control, kappa = 1.5 GeV: 0.248
scalar Yukawa relative residual, kappa = 2.0 GeV: 6.7e-08
  control, kappa = 1.5 GeV: 0.248
```
